\section*{Germanium Acceptor under Large [001] Compression: Hole Masses and Variational Binding}

\section*{Problem}

A germanium crystal containing shallow acceptors is compressed along $z=[001]$ by a uniaxial stress $X>0$. Hole energies are counted upward, so a bound hole lies below the hole band edge. Near the edge the $J=3/2$ holes obey the Luttinger Hamiltonian with a strain term,
\begin{align}
H={}&C\Big[\big(\gamma_1+\tfrac52\gamma_2\big)k^2-2\gamma_2\sum_i k_i^2J_i^2
-2\gamma_3\sum_{i<j}k_ik_j(J_iJ_j+J_jJ_i)\Big]\nonumber\\
&+b_{\rm d}\sum_i\big(J_i^2-\tfrac13J^2\big)\varepsilon_{ii},
\qquad C=\frac{\hbar^2}{2m_0}.
\label{H}
\end{align}
The hydrostatic strain term is dropped because it shifts all four states equally. The split-off $J=1/2$ band lies $D$ higher in hole energy. The acceptor ion contributes $-Q/r$, with $Q=e^2/(4\pi\varepsilon_0\kappa)$; its short-range (central-cell) potential is ignored.

Use these rough typical values: $\gamma_1=13.38$, $\gamma_2=4.24$, $\gamma_3=5.69$, $\kappa=15.4$, $D=290$ meV, $b_{\rm d}=-2.3$ eV, $C_{11}=129$ GPa and $C_{12}=48$ GPa. Then $C=38.10$ meV\,nm$^2$ and $Q=93.50$ meV\,nm. Masses are in units of $m_0$.

\begin{enumerate}
\item[(a)] Find the strain splitting $s$ and the doublet that the holes occupy. Derive its masses parallel and perpendicular to $z$ when $s$ is large on the scale of the acceptor energies but $s\ll D$.
\item[(b)] Include the split-off band. How do the masses change with $s/D$, and what are they if $s\gg D$?
\item[(c)] For the masses of (a), compute the acceptor binding energy variationally with
$F\propto\exp\big[-\sqrt{(x^2+y^2)/a^2+z^2/b^2}\,\big]$.
\item[(d)] Estimate the leading correction from the other $J=3/2$ doublet, and judge the result for a stressed Ge:Ga far-infrared detector at 0.6 GPa.
\end{enumerate}

\section*{Solution}

\subsection*{(a) The doublet and its masses}

The side faces are free, so Hooke's law with $\varepsilon_{xx}=\varepsilon_{yy}$ reads
\begin{align}
0&=C_{11}\varepsilon_{xx}+C_{12}(\varepsilon_{xx}+\varepsilon_{zz}),\\
-X&=C_{11}\varepsilon_{zz}+2C_{12}\varepsilon_{xx}.
\end{align}
Subtracting the first line from the second gives $\varepsilon_{zz}-\varepsilon_{xx}=-X/(C_{11}-C_{12})$. In the strain term, $J_x^2+J_y^2=J^2-J_z^2$, hence
\begin{align}
\sum_i\big(J_i^2-\tfrac13J^2\big)\varepsilon_{ii}
&=\varepsilon_{xx}(J^2-J_z^2)+\varepsilon_{zz}J_z^2-\tfrac13J^2(2\varepsilon_{xx}+\varepsilon_{zz})\nonumber\\
&=(\varepsilon_{zz}-\varepsilon_{xx})\big(J_z^2-\tfrac13J^2\big).
\end{align}
With $J^2=15/4$ the strain term becomes
\begin{equation}
H_s=\frac s2\Big(J_z^2-\frac54\Big),\qquad
s=2b_{\rm d}(\varepsilon_{zz}-\varepsilon_{xx})=-\frac{2b_{\rm d}X}{C_{11}-C_{12}} .
\end{equation}
Since $b_{\rm d}<0$, compression gives $s>0$. The $m=\pm3/2$ states move to $+s/2$ and the $m=\pm1/2$ states to $-s/2$, so the holes occupy $m=\pm1/2$. At 0.6 GPa, $s=2(2300)(0.6/81)=34.1$ meV.

Now project \eqref{H} on this doublet. Here $\langle J_z^2\rangle=1/4$, and by axial symmetry
$\langle J_x^2\rangle=\langle J_y^2\rangle=\frac12(\frac{15}4-\frac14)=\frac74$. Nothing connects $m=1/2$ with $m=-1/2$: the operators $J_x^2-J_y^2$ and $J_xJ_y+J_yJ_x$ change $m$ by 2, while $J_zJ_x+J_xJ_z$ has the matrix element $(\frac12-\frac12)\langle J_x\rangle=0$, and likewise for $J_y$. With $k_\perp^2=k_x^2+k_y^2$ the kinetic energy is therefore
\begin{align}
T&=C\Big[\big(\gamma_1+\tfrac52\gamma_2\big)(k_\perp^2+k_z^2)-\tfrac72\gamma_2k_\perp^2-\tfrac12\gamma_2k_z^2\Big]\nonumber\\
&=C\big[(\gamma_1-\gamma_2)k_\perp^2+(\gamma_1+2\gamma_2)k_z^2\big].
\end{align}
The masses follow:
\begin{equation}
m_\parallel=\frac1{\gamma_1+2\gamma_2}=\frac1{21.86}=0.046,\qquad
m_\perp=\frac1{\gamma_1-\gamma_2}=\frac1{9.14}=0.109 .
\label{masses}
\end{equation}
Coupling to $m=\pm3/2$ is itself of order $k^2$. In second order it changes the energy by a term of order $k^4/s$, which leaves the curvature at $k=0$ unchanged. It does affect the bound state, as part (d) shows.

\subsection*{(b) The upper limit on the stress}

Write the band states with $p$-like orbitals $X,Y,Z$ and spin. For $\mathbf k$ along an axis, cubic symmetry allows two inverse masses: $\Lambda$ for the orbital pointing along $\mathbf k$ and $M$ for the two perpendicular to it. The edge doublet contains $Z\!\uparrow$ with weight $w$ and $\frac1{\sqrt2}(X+iY)\!\downarrow$ with weight $1-w$, together with the time-reversed state. Thus
\begin{equation}
\frac1{m_\parallel}=w\Lambda+(1-w)M,\qquad
\frac1{m_\perp}=wM+(1-w)\frac{\Lambda+M}2 .
\label{wmass}
\end{equation}
Terms in $k_ik_j$ with $i\ne j$ drop out. The $XY$ term has zero mean in $X+iY$, and the two contributions linking the state to its time-reversed partner cancel.

A pure $J=3/2$, $m=1/2$ state has $w=2/3$ and must reproduce \eqref{masses}. Subtracting the two equations at $w=2/3$ gives $\frac12(\Lambda-M)=3\gamma_2$, so $\Lambda=\gamma_1+4\gamma_2$ and $M=\gamma_1-2\gamma_2$. Equation \eqref{wmass} becomes
\begin{equation}
\frac1{m_\parallel}=\gamma_1-2\gamma_2+6\gamma_2w,\qquad
\frac1{m_\perp}=\gamma_1-2\gamma_2+3\gamma_2(1-w).
\end{equation}

To find $w$, let $\mathbf L$ be the orbital angular momentum of the $p$ states. The spin-orbit term is $\frac D3(1-\mathbf L\cdot\boldsymbol\sigma)$, since $\mathbf L\cdot\boldsymbol\sigma$ equals $1$ for $J=3/2$ and $-2$ for $J=1/2$. The strain energy is $-s$ for $Z$ and $+s/2$ for $X$ and $Y$. This reproduces part (a): $m=3/2$ gets $s/2$, and $m=1/2$ gets $\frac23(-s)+\frac13\frac s2=-\frac s2$. In the basis $Z\!\uparrow$, $\frac1{\sqrt2}(X+iY)\!\downarrow$, with a suitable phase,
\begin{equation}
H_0=\begin{pmatrix}\frac D3-s&v\\ v&\frac{2D}3+\frac s2\end{pmatrix},\qquad v=\frac{\sqrt2D}3 .
\end{equation}
Half the difference of the diagonal elements is $d=D/6+3s/4$. Measured from their mean, the lower eigenvalue is $-W$ with $W=\sqrt{d^2+v^2}$. Its derivative with respect to $d$ equals the mean of the diagonal matrix $(-1,+1)$, so $-d/W=-w+(1-w)$ and
\begin{equation}
w=\frac12\left(1+\frac d{\sqrt{d^2+2D^2/9}}\right).
\end{equation}
For $s\ll D$, expansion about $d=D/6$, where $W=D/2$, gives
\begin{equation}
w\simeq\frac23+\frac12\,\frac{v^2}{W^3}\,\frac{3s}4=\frac23\Big(1+\frac sD\Big).
\end{equation}
To first order, $1/m_\parallel$ therefore rises by $4\gamma_2s/D$ and $1/m_\perp$ falls by $2\gamma_2s/D$.

At 0.6 GPa, $s/D=0.117$ and the full formula gives $w=0.738$, $m_\parallel=0.042$ and $m_\perp=0.121$. If $s\gg D$, then $w\to1$ and the masses tend to $1/(\gamma_1+4\gamma_2)=0.033$ and $1/(\gamma_1-2\gamma_2)=0.204$. The masses \eqref{masses} thus belong to a window of stress, not to unlimited compression. The limit $s\gg D$ is a formal one: in linear elasticity even $s=D$ would need about 5 GPa, far above the detector stress considered here.

\subsection*{(c) Variational binding energy}

The envelope equation for the isolated doublet is
\begin{equation}
\left[C\left(\frac{k_\perp^2}{m_\perp}+\frac{k_z^2}{m_\parallel}\right)-\frac Qr\right]F=EF,\qquad \mathbf k=-i\nabla .
\end{equation}
The lighter mass along $z$ favours an orbital elongated along $z$, so $b>a$ is expected.

\paragraph{Normalization and kinetic energy.} Set $x=au_1$, $y=au_2$, $z=bu_3$ and $q=|\mathbf u|$. The trial function becomes $e^{-q}$. Because $\int e^{-2q}d^3u=\pi$ and the volume element is $a^2b\,d^3u$, the normalized function is $F=(\pi a^2b)^{-1/2}e^{-q}$. Integrating by parts,
\begin{equation}
\langle k_x^2\rangle=\int\Big|\frac{\partial F}{\partial x}\Big|^2d^3r
=\frac1{a^2}\Big\langle\frac{u_1^2}{q^2}\Big\rangle=\frac1{3a^2},
\end{equation}
and similarly $\langle k_y^2\rangle=1/(3a^2)$ and $\langle k_z^2\rangle=1/(3b^2)$. Hence
\begin{equation}
\langle T\rangle=\frac C3\left(\frac2{m_\perp a^2}+\frac1{m_\parallel b^2}\right).
\end{equation}

\paragraph{Potential energy.} With $\mu=u_3/q$, the distance is $r=q\sqrt{a^2+(b^2-a^2)\mu^2}$. The radial factor is $\langle1/q\rangle=\frac1\pi\int_0^\infty4\pi q\,e^{-2q}dq=1$. For $t=b/a>1$ the angular average gives
\begin{equation}
\Big\langle\frac1r\Big\rangle=\int_0^1\frac{d\mu}{a\sqrt{1+(t^2-1)\mu^2}}=\frac{J(t)}a,\qquad
J(t)=\frac{\operatorname{arccosh}t}{\sqrt{t^2-1}},
\end{equation}
where $\operatorname{arcsinh}\sqrt{t^2-1}=\operatorname{arccosh}t$ was used. As $t\to1$, $J\to1$.

\paragraph{Minimization.} Let $A=m_\perp/m_\parallel=2.392$. At fixed $t$,
\begin{equation}
E=\frac P{a^2}-\frac{QJ}a,\qquad P=\frac C{3m_\perp}\Big(2+\frac A{t^2}\Big).
\end{equation}
Setting $\partial E/\partial a=-2P/a^3+QJ/a^2=0$ gives $a=2P/(QJ)$. Substitution gives $E=-Q^2J^2/(4P)$, so the binding energy is
\begin{equation}
E_B=R\,f(t),\qquad R=\frac{Q^2m_\perp}{4C},\qquad f(t)=\frac{3J^2}{2+A/t^2}.
\end{equation}
It remains to maximize $f$. Since $J'=(1-tJ)/(t^2-1)$, the condition $f'/f=0$ is
\begin{equation}
\frac{tJ-1}{(t^2-1)J}=\frac A{t(2t^2+A)} .
\end{equation}
Its numerical solution is $t=1.369$, where $J=0.8927$; both sides then equal 0.285. There $f=0.7297$, compared with 0.7214 at $t=1.2$ and 0.7258 at $t=1.5$. The scale is
\begin{equation}
R=\frac{(93.50)^2(0.1094)}{4(38.10)}=6.277\ \text{meV},
\end{equation}
and the result is
\begin{equation}
E_B=6.277\times0.7297=4.58\ \text{meV},\qquad a=9.1\ \text{nm},\quad b=12.5\ \text{nm}.
\end{equation}
A search over both radii, with the energy integrated numerically from the trial function, gives the same 4.58 meV.

\paragraph{Reading the result.} For equal masses, $A=1$ and $t=1$, so $f=1$ and $E_B=R$, the hydrogenic value. For the actual masses, a spherical trial function would give $f(1)=3/(2+A)$. Because $2/m_\perp+1/m_\parallel=2(\gamma_1-\gamma_2)+(\gamma_1+2\gamma_2)=3\gamma_1$, its binding energy is $Q^2/(4C\gamma_1)=4.29$ meV, independent of $\gamma_2$. Letting the orbital stretch adds 0.29 meV.

The trial energy cannot lie below the true ground energy of the envelope equation, so 4.58 meV is a lower bound on the binding energy of this one-band model. Diagonalization in a large set of Gaussians with angular momenta up to 6 gives 4.582 meV, and the trial function falls short of that by 0.04\%. The larger errors come from the model.

\subsection*{(d) The other doublet and a real detector}

\paragraph{Leading correction.} For large $s$, second-order perturbation theory lowers the bound state by about $K/s$, where $K$ is the mean squared coupling of $m=1/2$ to $m=\pm3/2$. This neglects the kinetic and Coulomb energies of the intermediate states compared with $s$.

For $m=-3/2$, the matrix elements of $J_x^2-J_y^2$ and of $J_xJ_y+J_yJ_x$ both have magnitude $\sqrt3$ and differ in phase by $90^\circ$. Only half of $k_x^2-k_y^2$ multiplies the first, since $k_x^2J_x^2+k_y^2J_y^2$ contains $\frac12(k_x^2-k_y^2)(J_x^2-J_y^2)$. The squared coupling is
\begin{equation}
C^2\big[3\gamma_2^2(k_x^2-k_y^2)^2+12\gamma_3^2k_x^2k_y^2\big]
\ \to\ \tfrac32C^2(\gamma_2^2+\gamma_3^2)k_\perp^4
\end{equation}
after averaging around $z$. For $m=3/2$, the element of $J_zJ_x+J_xJ_z$ is $(\frac32+\frac12)\frac{\sqrt3}2=\sqrt3$, which gives $12C^2\gamma_3^2k_z^2k_\perp^2$.

In the scaled coordinates $\nabla_u^2e^{-q}=(1-2/q)e^{-q}$. With $\langle1/q\rangle=1$ and $\langle1/q^2\rangle=2$, the mean fourth power of the scaled wave number is $1-4+8=5$. The averages over a sphere are $\langle\sin^4\theta\rangle=8/15$ and $\langle\sin^2\theta\cos^2\theta\rangle=2/15$, so $\langle k_\perp^4\rangle=8/(3a^4)$ and $\langle k_z^2k_\perp^2\rangle=2/(3a^2b^2)$. Therefore
\begin{equation}
K=C^2\left[\frac{4(\gamma_2^2+\gamma_3^2)}{a^4}+\frac{8\gamma_3^2}{a^2b^2}\right]\approx 72\ \text{meV}^2 .
\end{equation}

Diagonalizing the four-band acceptor gives binding energies of 5.18, 4.645 and 4.588 meV at $s=100$, 1000 and 10\,000 meV. These large values of $s$ serve to examine the limit, with the split-off band left out. The excesses over the one-band result in the same basis, 4.581 meV, are 0.60, 0.063 and 0.007 meV, against $K/s=0.72$, 0.072 and 0.007 meV. The estimated relative correction, $K/(sE_B)\approx(16\ \text{meV})/s$, is somewhat high at $s=100$ meV, where the diagonalization gives 13\%. Scaling that 13\% as $1/s$ shows that a correction of 10\% requires $s$ near 130 meV, almost half of $D$. With these parameters no stress satisfies both limits of the window well, and 4.58 meV is an idealized limit.

\paragraph{At 0.6 GPa.} Here $s/E_B=7.4$. With angular momenta up to 4, the four-band calculation gives 6.24 meV and the six-band calculation, which includes the split-off band, gives 6.68 meV. Larger angular momenta raise them to 6.26 and 6.74 meV. The four-band value already contains 1.7 meV of the 2.2 meV increase over the ideal limit, so most of the increase comes from mixing with $m=\pm3/2$. The change of the edge masses alone has a small effect: inserting the corrected masses of part (b) in the one-band model gives 4.7 meV. Without stress the same basis gives four- and six-band values of 10.1 and 10.5 meV, which larger angular momenta raise by about 0.1 and 0.2 meV. At 1 GPa the values are 5.62 and 6.12 meV, which larger angular momenta raise to about 5.63 and 6.15 meV.

\paragraph{The detector.} Stressed Ge:Ga photoconductors are used in the far infrared, to wavelengths of roughly 200 $\mu$m. Take 2 K, $2\times10^{14}$ acceptors per cm$^3$ and a bias of 0.1 V/cm as rough operating values. The ideal limit puts the ionization threshold at about 270 $\mu$m; the six-band result at 0.6 GPa puts it at about 185 $\mu$m. The assumption that fails most clearly is the isolated doublet: removing it raises the binding by about 2.2 meV, nearly half of the ideal value. The other effects estimated here are smaller. Using $\kappa=16$ instead of 15.4 lowers the ideal binding to 4.24 meV and the six-band binding at 0.6 GPa by about 0.6 meV, which moves that threshold to roughly 200 $\mu$m. An ion at the mean acceptor spacing of 171 nm would have a Coulomb energy of 0.55 meV (a generous estimate, since at 2 K most neighbouring acceptors are neutral), thermal energy is 0.17 meV, and the bias changes the potential energy by about $10^{-4}$ meV over the length $b$. The gallium central-cell shift is not calculated, so 6.7 meV is a model value and not a measured ionization energy. Without stress the model gives about 10.7 meV, against about 11.3 meV measured for Ga. That gap is as large as the effect of $\kappa$, so the closeness to 200 $\mu$m at $\kappa=16$ does not validate the model.

\section*{Computed results}
\begin{verbatim}
Luttinger parameters g1, g2, g3: 13.38, 4.24, 5.69
kappa: 15.4; spin-orbit splitting: 290 meV
b: -2.3 eV; C11, C12: 129, 48 GPa
C = hbar^2/2m0: 38.100 meV nm^2; Q: 93.504 meV nm
Inverse masses par, perp: 21.86, 9.14
Limit masses par, perp: 0.0457, 0.1094 m0
Masses if s >> D, par, perp: 0.0330, 0.2041 m0
Mass ratio A: 2.3917; scale R: 6.2767 meV
t = 1.2000: J = 0.93825, f = 0.72139
t = 1.3688: J = 0.89274, f = 0.72972
t = 1.5000: J = 0.86082, f = 0.72577
Trial radii a, b: 9.112, 12.473 nm
Variational binding, ideal limit: 4.5803 meV
Same by quadrature and 2D search: 4.5803 meV
Accurate one-band binding: 4.5820 meV
Trial shortfall: 0.04 percent
One-band shift, small to large basis: 0.00063 meV
Isotropic check, mass 1/g1: exact 4.28769, basis 4.28768 meV
Threshold wavelength, ideal limit: 271 um
0.0 GPa: s = 0.00, four-band 10.113, six-band 10.525 meV
0.3 GPa: s = 17.04, four-band 7.340, six-band 7.767 meV
0.6 GPa: s = 34.07, four-band 6.239, six-band 6.681 meV
1.0 GPa: s = 56.79, four-band 5.624, six-band 6.121 meV
Four-band binding at s = 100 meV: 5.1825 meV
Four-band binding at s = 1000 meV: 4.6445 meV
Four-band binding at s = 10000 meV: 4.5880 meV
At 0.6 GPa: s/binding = 7.44, s/D = 0.117
p_z weight at 0.6 GPa: 0.7377 (limit 0.6667)
Edge masses at 0.6 GPa par, perp: 0.0423, 0.1214 m0
One-band binding with those masses: 4.7296 meV
Six-band shift, lmax 4 to 6: 0.0477 meV
Six-band shift, finer exponents: 0.0052 meV
Six-band threshold at 0.6 GPa: 186 um
Variational binding if kappa = 16: 4.2432 meV
Thermal energy at 2 K: 0.172 meV
Acceptor density: 2.0e+14 cm^-3; spacing: 171 nm
Coulomb energy of an ion at that spacing: 0.547 meV
Bias 0.1 V/cm: energy drop over b = 1.25e-04 meV
\end{verbatim}
